# The limit shape of corner growth, derived through exclusion particles, part 1

(Sections cited here and not found follow in the second part.)

## First half: the particles, the stationary model and an upper bound

**Q.** You want to predict the outline of a region that grows from a corner by random events. Before I object to anything, what are the rules?

**A.** Take a quadrant of square cells $(i,j)$ with column $i\ge 1$ and row $j\ge 1$. At time zero no cell has changed. A cell may change once its left neighbour $(i-1,j)$ and its lower neighbour $(i,j-1)$ have both changed; neighbours outside the quadrant count as changed from the start. Once this condition is met, the cell waits a random time $w(i,j)$ and then changes for good. The waiting times are independent, with

$$P\big(w(i,j)>s\big)=e^{-s},\qquad s\ge 0 .$$

"Change" can mean that an atom is added in a concave corner of an atomic layer, or that an atom is removed from a convex one. The mathematics is the same.

Lengths are counted in cells and times in mean waiting times, so no atomic constant enters the algebra. If the common rate is $k$ instead of 1, every waiting time is divided by $k$, and a physical time $\tau$ enters as $t=k\tau$.

**Q.** Real atoms do not carry a clock that starts when their neighbours leave. Why is this the same as a constant rate for each available site?

**A.** Because the exponential law has no memory. If a cell has already waited for a time $u$, then

$$P(w>u+s\mid w>u)=\frac{e^{-(u+s)}}{e^{-u}}=e^{-s}.$$

The remaining wait has the original law whatever $u$ is. At any moment, then, each available cell changes at rate 1, independently of the others and of the past.

**Q.** What quantity do you compute?

**A.** The time $G(i,j)$ at which cell $(i,j)$ changes. Its wait starts when the later of the two neighbours has changed, so

$$G(i,j)=\max\big[G(i-1,j),\,G(i,j-1)\big]+w(i,j),\qquad G(i,0)=G(0,j)=0 .$$

Unfolding this recursion gives

$$G(m,n)=\max_{\text{paths}}\ \sum_{\text{cells on path}} w ,$$

where the paths run from $(1,1)$ to $(m,n)$ in unit steps to the right or upwards. The proof is by induction. The last cell of every path is $(m,n)$, which contributes $w(m,n)$, and the cell before it is $(m-1,n)$ or $(m,n-1)$. The best path up to that cell has weight $G(m-1,n)$ or $G(m,n-1)$, and the larger of the two is taken.

**Q.** Where are the exclusion particles?

**A.** Place particles on the integer sites of a line, at most one per site. Particle $j$ starts at site $1-j$, so the sites $0,-1,-2,\dots$ are full and the sites $1,2,\dots$ are empty. Each particle jumps one site to the right at rate 1, provided that the target is empty. I claim that the $i$-th jump of particle $j$ is the change of cell $(i,j)$.

**Q.** Show me that the two sets of conditions agree.

**A.** After $i-1$ jumps particle $j$ is at site

$$1-j+(i-1)=i-j ,$$

so its $i$-th jump leads to site $i-j+1$. Two things must have happened before the wait for this jump can begin.

First, the particle must have made its own jump number $i-1$. In the cell picture, $(i-1,j)$ must have changed.

Second, the target must be empty. Particles cannot overtake, so the nearest one ahead is particle $j-1$. After $r$ jumps it is at site $1-(j-1)+r=2-j+r$, which equals $i-j+1$ when $r=i-1$. The target is therefore free once particle $j-1$ has made its $i$-th jump, that is, once $(i,j-1)$ has changed. Particle 1 has nobody ahead, just as row 1 has no row below it.

The conditions coincide and so do the rates. The two processes are one process with two sets of names.

**Q.** Names are cheap. Do the two descriptions give the same number?

**A.** For cell $(4,4)$, the mean time of the fourth jump of the fourth particle, computed from the Markov chain of particle positions, is 9.772. Sampling random weights and taking the largest sum over all paths gives 9.776. The small difference is sampling noise.

**Q.** A maximum over an enormous number of correlated sums looks hopeless. How do you get its mean for a large rectangle?

**A.** By comparing it with a modified model whose mean can be found. Add a row 0 and a column 0 with weights of their own. Choose a number $\rho$ with $0<\rho<1$. The cells $(i,0)$, $i\ge1$, carry independent exponential weights of rate $1-\rho$, hence of mean $1/(1-\rho)$. The cells $(0,j)$, $j\ge1$, carry independent exponential weights of rate $\rho$, hence of mean $1/\rho$. The cell $(0,0)$ has weight zero, and the interior keeps the same $w(i,j)$ as before. Let $G^\rho(i,j)$ be the largest path sum from $(0,0)$ to $(i,j)$. It obeys the same recursion in the interior. Define the increments

$$I(i,j)=G^\rho(i,j)-G^\rho(i-1,j),\qquad J(i,j)=G^\rho(i,j)-G^\rho(i,j-1).$$

**Q.** Why should these increments be simpler than the times themselves?

**A.** Look at one elementary square. Write $g=G^\rho(i-1,j-1)$, $I=I(i,j-1)$, $J=J(i-1,j)$ and $w=w(i,j)$. Then

$$G^\rho(i,j-1)=g+I,\qquad G^\rho(i-1,j)=g+J,\qquad G^\rho(i,j)=g+\max(I,J)+w .$$

The increments on the two far sides of the square, $I'=I(i,j)$ and $J'=J(i,j)$, follow by subtraction:

$$I'=\max(I,J)-J+w=w+(I-J)^+,$$
$$J'=\max(I,J)-I+w=w+(J-I)^+,$$

where $z^+=\max(z,0)$. Since $z^+-(-z)^+=z$, we have

$$I'-J'=I-J .$$

At least one of the two positive parts vanishes, so also

$$\min(I',J')=w .$$

Now compare the old pair with the new one. The old pair is fixed by its difference $D=I-J$ and its minimum $X=\min(I,J)$. The new pair has the same difference $D$, and its minimum is $w$. The update exchanges $X$ for $w$ and does nothing else.

**Q.** That helps if $X$ and $w$ are statistically interchangeable. Are they?

**A.** They are for the chosen rates. Let $I$ and $J$ be independent exponentials of rates $1-\rho$ and $\rho$. For $D=d>0$ we have $J=x$ and $I=x+d$. The change of variables from $(I,J)$ to $(x,d)$ has unit Jacobian, so the joint density of $X$ and $D$ is

$$(1-\rho)\rho\,e^{-(1-\rho)(x+d)-\rho x}=\rho(1-\rho)\,e^{-x}\,e^{-(1-\rho)d}.$$

For $D=d<0$ we have $I=x$ and $J=x+|d|$, which gives

$$\rho(1-\rho)\,e^{-x}\,e^{-\rho|d|}.$$

In both cases the density is $e^{-x}$ times a function of $d$. That function has total weight

$$\rho(1-\rho)\left[\frac1{1-\rho}+\frac1\rho\right]=\rho+(1-\rho)=1 .$$

Hence $X$ is exponential with rate 1 and independent of $D$. The weight $w$ is also exponential with rate 1 and independent of $D$. The new pair is built from $(w,D)$ by the same rule that builds the old pair from $(X,D)$, so $(I',J')$ has the same joint law as $(I,J)$: independent, with rates $1-\rho$ and $\rho$.

**Q.** It seems to matter that the two axis rates add up to 1.

**A.** It does. With rates $\alpha$ and $\beta$ the same calculation gives $X$ the rate $\alpha+\beta$, and the exchange with $w$ preserves the law if this sum is 1. A numerical illustration uses the average of $e^{-aI'-bJ'-cX}$ with $a=0.4$, $b=0.7$, $c=0.5$. If $I'$, $J'$ and $X$ are independent, with $I'$ and $J'$ keeping the axis rates and $X$ having rate 1, this average is a product of three simple factors. For rates 0.7 and 0.3 direct integration and the product both give 0.12727. For rates 0.5 and 0.3 integration gives 0.1160 and the product 0.1111. Part of this mismatch comes from $X$, which now has rate 0.8. It is still independent of $I'$ and $J'$, so its factor can be corrected from $1/1.5$ to $0.8/1.3$. The product then becomes 0.1026, which also differs from 0.1160, so the law of the increments is not preserved.

**Q.** You have treated one square. A large rectangle has many, and correlations could build up.

**A.** Follow a staircase of increments. Begin at $(0,n)$, go down the left axis to $(0,0)$ and then right along the bottom axis to $(m,0)$. All increments along this route are independent, because they are the axis weights. Now move the route across one square at a time. Where it goes down and then right around the lower-left corner of a square, let it go right and then down around the upper-right corner. This replaces the pair $(I,J)$ by $(I',J')$. The new pair depends on the old pair and on a weight $w(i,j)$ that has not been used before, and both are independent of all other increments on the route. Independence along the route therefore survives each move.

After $mn$ moves the route runs from $(0,n)$ right to $(m,n)$ and down to $(m,0)$. The top increments $I(1,n),\dots,I(m,n)$ are thus independent exponentials of rate $1-\rho$.

**Q.** What does this give for the mean?

**A.** Go from $(0,0)$ up the left axis and then along the top:

$$G^\rho(m,n)=\sum_{j=1}^{n}J(0,j)+\sum_{i=1}^{m}I(i,n).$$

Each term has a known mean, so

$$E\,G^\rho(m,n)=\frac{m}{1-\rho}+\frac n\rho .$$

The two sums are correlated with each other, but $\mathrm{Var}(A+B)\le 2\,\mathrm{Var}A+2\,\mathrm{Var}B$ holds for any $A$ and $B$. An exponential of rate $r$ has variance $1/r^2$, and within each sum the terms are independent. Hence

$$\mathrm{Var}\,G^\rho(m,n)\le \frac{2m}{(1-\rho)^2}+\frac{2n}{\rho^2}.$$

The variance grows at most linearly with size, so the relative fluctuations vanish for large rectangles. For $\rho=0.3$, $m=30$, $n=20$ the formula for the mean gives 109.52 and a simulation 109.63. The variance of the top sum should be $m/(1-\rho)^2=61.2$, and the simulation gives 61.4.

**Q.** This is the mean for a different model. Why does it say anything about the original one?

**A.** The two models share their interior weights. On the axes $G=0$ while $G^\rho\ge0$, and the recursion preserves this order: larger inputs to the maximum cannot give a smaller output. So $G(m,n)\le G^\rho(m,n)$ in every realisation, and for every $\rho$

$$E\,G(m,n)\le\frac{m}{1-\rho}+\frac n\rho .$$

The left side does not contain $\rho$, so I may choose the value that makes the right side smallest. Setting its derivative to zero gives

$$\frac{m}{(1-\rho)^2}=\frac{n}{\rho^2}\quad\Rightarrow\quad\frac{\rho}{1-\rho}=\sqrt{\frac nm}\quad\Rightarrow\quad \rho=\frac{\sqrt n}{\sqrt m+\sqrt n}.$$

The second derivative, $2m/(1-\rho)^3+2n/\rho^3$, is positive, so this is the minimum. There $1-\rho=\sqrt m/(\sqrt m+\sqrt n)$, and the right side becomes

$$\sqrt m\,(\sqrt m+\sqrt n)+\sqrt n\,(\sqrt m+\sqrt n)=(\sqrt m+\sqrt n)^2 .$$

Therefore, at every finite size,

$$E\,G(m,n)\le(\sqrt m+\sqrt n)^2 .$$

**Q.** How close is the bound for a small rectangle?

**A.** Not close. For the cell $(8,8)$ the mean from the particle chain is 23.73, against a bound of 32. Nothing shown so far says that the gap closes, relative to the size, in larger rectangles.

**Q.** And a bound on a mean does not control a single realisation.

**A.** The variance bound does that. Define

$$\gamma(x,y)=(\sqrt x+\sqrt y)^2,$$

and take $m=\lfloor Nx\rfloor$, $n=\lfloor Ny\rfloor$ with fixed $x,y>0$ and $\rho=\sqrt y/(\sqrt x+\sqrt y)$. Then $E\,G^\rho(m,n)\le N\gamma(x,y)$, and Chebyshev's inequality gives, for any $\varepsilon>0$,

$$P\big(G(m,n)>N[\gamma(x,y)+\varepsilon]\big)\le\frac{\mathrm{Var}\,G^\rho(m,n)}{\varepsilon^2N^2}\le\frac{C}{\varepsilon^2N},$$

with $C=2x/(1-\rho)^2+2y/\rho^2$. The right side tends to zero. In a large system a cell is thus very unlikely to change appreciably later than $N\gamma$. Whether it might change appreciably earlier is still open.

## Second half: the matching lower bound, the shape and an etched corner

**Q.** Remind me what we have.

**A.** $G(m,n)$ is the change time of cell $(m,n)$, equal to the largest sum of rate-1 exponential weights over up-right paths, and also the time of the $m$-th jump of particle $n$. $G^\rho$ is the same quantity with extra axis weights of rate $1-\rho$ along the bottom and $\rho$ along the left side. Its mean is $m/(1-\rho)+n/\rho$ and its variance grows at most linearly with size. With $\gamma(x,y)=(\sqrt x+\sqrt y)^2$, the probability that $G(\lfloor Nx\rfloor,\lfloor Ny\rfloor)$ exceeds $N(\gamma+\varepsilon)$ tends to zero as $N\to\infty$.

**Q.** Then the true time could still be much smaller than $N\gamma$. What excludes that?

**A.** The stationary model is known from both sides, and its best path has to pass through the interior. If interior paths were too light, the stationary total could not reach its known value.

Fix $a,b>0$ and set $\rho=\sqrt b/(\sqrt a+\sqrt b)$, so that

$$\frac1{1-\rho}=1+\sqrt{\frac ba},\qquad \frac1\rho=1+\sqrt{\frac ab}.$$

Let $p=\lfloor Na\rfloor$ and $q=\lfloor Nb\rfloor$, and consider the stationary model at the point $(2p,q)$, twice as far to the right as $(p,q)$. By the mean and variance formulas, $G^\rho(2p,q)/N$ tends in probability to

$$V=\frac{2a}{1-\rho}+\frac b\rho=2a+b+3\sqrt{ab}.$$

Every path from $(0,0)$ first follows one of the axes and then leaves it. If it leaves the bottom axis at column $k$, its best weight is $S_k+B_k$. Here $S_k$ is the sum of the first $k$ bottom weights, and $B_k$ is the best interior sum from $(k,1)$ to $(2p,q)$. The latter has the law of $G(2p-k+1,q)$.

**Q.** How large can such a contribution be?

**A.** Put $k\approx Ns$. The law of large numbers gives $S_k\approx Ns/(1-\rho)$, and the upper bound limits $B_k$ to about $N\gamma(2a-s,b)$. The total per $N$ is therefore at most about

$$H(s)=\frac{s}{1-\rho}+\gamma(2a-s,b).$$

With $u=2a-s$ this is

$$H=(2a-u)\left(1+\sqrt{\frac ba}\right)+u+b+2\sqrt{ub}
=2a+b+2\sqrt{ab}-u\sqrt{\frac ba}+2\sqrt{ub}.$$

Subtract it from $V$:

$$V-H=\sqrt{ab}+u\sqrt{\frac ba}-2\sqrt{ub}=\sqrt{\frac ba}\,\big(\sqrt u-\sqrt a\big)^2 .$$

This is positive unless $u=a$, that is, $s=a$. A path that leaves the bottom axis elsewhere falls short of the required total by an amount proportional to $N$.

**Q.** It could use the left axis instead.

We have shown that a cell is very unlikely to change appreciably later than $N\gamma$, and that stationary paths leaving the bottom axis away from $s=a$ fall short of the required total. It remains to rule out the left axis, treat all exit points together, and complete the lower bound that fixes the outline.
